# Static Lattice Permittivity from Born Charges and Zone-Centre Phonons, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From a static field to a sum over modes

### 1. Result and conditions

An insulating crystal has cell volume $\Omega$. Its static relative permittivity tensor is

$$
\varepsilon^0_{ab}=\varepsilon^\infty_{ab}+\frac{1}{\varepsilon_{\rm vac}\Omega}\sum_{m}\frac{q_{ma}q_{mb}}{\omega_m^2},
\qquad
q_{ma}=\sum_{i\alpha}\frac{Z_{i\alpha,a}\,v_{i\alpha,m}}{\sqrt{M_i}} .
\tag{1}
$$

The tensor $\varepsilon^\infty$ is the permittivity with the ions clamped and the electrons free to respond. The sum runs over the optical vibrations at the zone centre, with angular frequencies $\omega_m$ and orthonormal mass-weighted eigenvectors $v_m$. The frequencies are those found at zero macroscopic electric field, which Part II identifies with transverse phonons. $Z_{i\alpha,a}$ is the Born effective charge of ion $i$, and $M_i$ is its mass. Indices $a,b,\alpha$ are Cartesian.

The inverse square has a short explanation. In mass-weighted coordinates $\omega_m^2$ is the spring constant of the mode. A static force displaces a spring by the force divided by the spring constant. One factor of $q_m$ converts the field into a force, and a second converts the displacement into a dipole.

Five conditions are used:

- The response is linear in the field.
- The electrons follow the ions adiabatically.
- The ions start at a stable minimum, so every optical $\omega_m^2$ is positive.
- The cell shape is fixed, which leaves out any piezoelectric contribution.
- The field is uniform over many cells.

The field $\mathbf E$ is the macroscopic field inside the crystal, the average over a cell. It is not the field that external charges would produce in the crystal's absence. The microscopic fields that ions exert on one another within the periodic structure are part of the force constants.

### 2. The energy function

Let $u$ be the column of $3N$ ionic displacements from equilibrium, for $N$ ions per cell. Every cell moves alike, because a uniform field acts alike on every cell. Let $s$ stand for all electronic coordinates. With $U$ the internal energy and $\mathbf p$ the dipole per cell, define

$$
F(u,\mathbf E)=\min_s\left[U(u,s)-\mathbf E\cdot\mathbf p(u,s)\right].
\tag{2}
$$

For a real insulator in a finite field, the minimum means the state that develops smoothly from the zero-field ground state. Only derivatives at zero field are needed below.

Differentiate (2) with respect to $E_a$. The electronic coordinates change as well, but the bracket is stationary in $s$, so their change gives no first-order term. Hence

$$
p_a=-\frac{\partial F}{\partial E_a},
\qquad
f_{i\alpha}=-\frac{\partial F}{\partial u_{i\alpha}},
\tag{3}
$$

where $f$ is the force on the ions. Now expand $F$ to second order about $u=0$, $\mathbf E=0$:

$$
F=F_0-\mathbf p_0\cdot\mathbf E+\tfrac12u^TKu-u^TZ\mathbf E
-\tfrac12\varepsilon_{\rm vac}\Omega\,\mathbf E^T(\varepsilon^\infty-1)\mathbf E .
\tag{4}
$$

There is no term linear in $u$ alone, because the ions start in equilibrium. The vector $\mathbf p_0$ is a possible spontaneous dipole. It does not depend on the field and drops out of the permittivity. $K$ is the $3N\times3N$ force-constant matrix at zero field, and $Z$ is a $3N\times3$ matrix. Applying (3) to (4) gives

$$
f=-Ku+Z\mathbf E,
\qquad
\mathbf p=\mathbf p_0+Z^Tu+\varepsilon_{\rm vac}\Omega(\varepsilon^\infty-1)\mathbf E .
\tag{5}
$$

The same matrix $Z$ appears in both equations because both come from one mixed derivative:

$$
Z_{i\alpha,a}=-\frac{\partial^2F}{\partial u_{i\alpha}\partial E_a}
=\left.\frac{\partial p_a}{\partial u_{i\alpha}}\right|_{\mathbf E=0}
=\left.\frac{\partial f_{i\alpha}}{\partial E_a}\right|_{u=0}.
\tag{6}
$$

The Born charge is therefore the dipole produced per unit displacement at zero field, and also the force produced per unit field on clamped ions. The two factors of $q_m$ in (1) have this common origin.

To identify the last term of (4), set $u=0$ in (5). The polarization induced by the field is then $\varepsilon_{\rm vac}(\varepsilon^\infty-1)\mathbf E$, as the definition of a clamped-ion permittivity requires.

### 3. What the electrons do to the ionic charge

A model with explicit electronic coordinates shows what $Z$ contains. Let the quadratic energy have stiffness blocks $A_{uu},A_{us},A_{su}=A_{us}^T,A_{ss}$, and let the dipole be $c_u^Tu+c_s^Ts$, with bare charge matrices $c_u$ and $c_s$. The bracket in (2) is

$$
\tfrac12u^TA_{uu}u+u^TA_{us}s+\tfrac12s^TA_{ss}s-u^Tc_u\mathbf E-s^Tc_s\mathbf E .
$$

Setting its derivative with respect to $s$ to zero gives $A_{ss}s=b$, where $b=c_s\mathbf E-A_{su}u$. The terms containing $s$ are $\tfrac12s^TA_{ss}s-s^Tb$. At $s=A_{ss}^{-1}b$ they equal $-\tfrac12b^TA_{ss}^{-1}b$. Expanding this product and comparing with (4) yields

$$
\begin{aligned}
K&=A_{uu}-A_{us}A_{ss}^{-1}A_{su},\\
Z&=c_u-A_{us}A_{ss}^{-1}c_s,\\
\varepsilon^\infty&=1+\frac{c_s^TA_{ss}^{-1}c_s}{\varepsilon_{\rm vac}\Omega}.
\end{aligned}
\tag{7}
$$

The second term of $Z$ is the electronic charge that shifts when an ion moves. A Born charge is thus a response coefficient, and it need not equal the nominal charge of the ion. The first line shows that electronic relaxation also softens the ionic springs.

### 4. Why acoustic modes are absent

Displace all ions by the same vector $\mathbf t$. In matrix form $u=T\mathbf t$, where $T$ stacks $N$ unit matrices of size three. At zero field the electrons move along, the crystal is merely shifted, and no force appears. The dipole changes by the total cell charge times $\mathbf t$, which vanishes for a neutral cell. Therefore

$$
KT=0,\qquad Z^TT=0\quad\Longleftrightarrow\quad\sum_iZ_{i\alpha,a}=0 .
\tag{8}
$$

The first relation gives three modes of zero frequency. The second says that a uniform field exerts no net force on the cell, so these modes are not driven. Without it, the static problem would have no solution: a charged cell would accelerate.

### 5. Normal modes in a field

Let $M$ be the diagonal matrix of ionic masses, each repeated three times. Newton's law with the force (5) is

$$
M\ddot u=-Ku+Z\mathbf E .
\tag{9}
$$

Define the dynamical matrix $D=M^{-1/2}KM^{-1/2}$ and its eigenvectors:

$$
Dv_m=\omega_m^2v_m,\qquad v_m^Tv_n=\delta_{mn}.
\tag{10}
$$

Write $u=M^{-1/2}\sum_mv_mQ_m$, insert this in (9), and multiply from the left by $M^{-1/2}$:

$$
\sum_mv_m\ddot Q_m=-\sum_m\omega_m^2v_mQ_m+M^{-1/2}Z\mathbf E .
$$

Multiplication by $v_n^T$ selects a single mode:

$$
\ddot Q_n+\omega_n^2Q_n=\mathbf q_n\cdot\mathbf E,
\qquad
\mathbf q_n=Z^TM^{-1/2}v_n .
\tag{11}
$$

The vector $\mathbf q_n$ is the mode charge of (1), with the unit of charge divided by the square root of mass. For an acoustic mode $v_n$ is a combination of the columns of $M^{1/2}T$, and then $\mathbf q_n=0$ by (8).

In a static field the ions come to rest at

$$
Q_m=\frac{\mathbf q_m\cdot\mathbf E}{\omega_m^2}.
\tag{12}
$$

By (5) their dipole is

$$
Z^Tu=\sum_mZ^TM^{-1/2}v_mQ_m=\sum_m\mathbf q_mQ_m
=\sum_m\frac{\mathbf q_m(\mathbf q_m\cdot\mathbf E)}{\omega_m^2}.
\tag{13}
$$

Division by $\Omega$ gives the ionic polarization, and further division by $\varepsilon_{\rm vac}$ gives its contribution to the relative permittivity. Adding the clamped-ion part gives (1).

If several modes share a frequency, their eigenvectors may be rotated among themselves. The sum over such a group contains $\sum_mv_mv_m^T$, the projector on the group, which the rotation leaves unchanged. Their combined contribution is therefore well defined.

In a crystal with an inversion centre, each mode can be chosen even or odd under inversion. A dipole is odd, so an even mode has $\mathbf q_m=0$. A low frequency alone does not give a large permittivity; the mode must also carry charge.

### 6. Temperature, friction and slow fields

The energy of a mode in a static field can be written as

$$
\tfrac12\omega_m^2Q_m^2-\mathbf q_m\cdot\mathbf E\,Q_m
=\tfrac12\omega_m^2\left(Q_m-\frac{\mathbf q_m\cdot\mathbf E}{\omega_m^2}\right)^2
-\frac{(\mathbf q_m\cdot\mathbf E)^2}{2\omega_m^2}.
$$

The field shifts the centre of the parabola without changing its shape. The mean displacement is therefore (12) at any temperature, in classical and quantum mechanics alike, while the potential stays harmonic with fixed parameters. Friction proportional to $\dot Q_m$ vanishes at rest and leaves (12) unchanged.

For a field varying as $e^{-i\omega t}$, slow enough for the electrons to follow, (11) replaces $\omega_m^2$ by $\omega_m^2-\omega^2$ when friction is neglected. The static value holds for $\omega\ll\omega_m$. Well above all lattice frequencies, including the longitudinal ones of Part II, but below the electronic ones, the ionic terms fade as $\omega^{-2}$ and $\varepsilon^\infty$ remains.

### 7. What is held fixed in the inverse-square law

At fixed mode charge and cell volume, halving $\omega_m$ multiplies that mode's contribution by four. For a small change,

$$
\frac{\delta(\varepsilon^0-\varepsilon^\infty)_m}{(\varepsilon^0-\varepsilon^\infty)_m}
=-2\frac{\delta\omega_m}{\omega_m}.
\tag{14}
$$

This describes a change of spring stiffness. A change of mass is different. Consider two ions with charges $\pm Z$, reduced mass $\mu$ and relative spring constant $k$. Then $q^2=Z^2/\mu$ and $\omega^2=k/\mu$, so

$$
\frac{q^2}{\omega^2}=\frac{Z^2/\mu}{k/\mu}=\frac{Z^2}{k}.
$$

Heavier ions vibrate more slowly, but their static displacement is the same.

The total is independent of the masses for any number of ions. At rest, (9) reads $Ku=Z\mathbf E$, which contains no mass. Since the optical frequencies are nonzero, two solutions can differ only by a uniform translation, and by (8) a translation does not alter the dipole. The sum in (13) is the dipole of such a solution, so it cannot depend on $M$. Individual terms may change, because new masses mix the displacement patterns differently.

Anharmonic forces limit the range of the inverse-square law. Suppose the potential of a mode has an additional term $\tfrac14\beta Q^4$ with $\beta>0$. The restoring force is then $\omega^2Q+\beta Q^3$, and the cubic part is negligible when $\beta Q^2\ll\omega^2$. Inserting (12) gives

$$
|\mathbf q\cdot\mathbf E|\ll\frac{\omega^3}{\sqrt\beta}.
\tag{15}
$$

As a mode softens at fixed $\mathbf q$ and $\beta$, its linear permittivity grows as $\omega^{-2}$ while the field range of linear response shrinks as $\omega^3$. Where symmetry allows a cubic term $\tfrac13\alpha Q^3$, the same argument gives $|\mathbf q\cdot\mathbf E|\ll\omega^4/|\alpha|$, a range that shrinks faster. At $\omega=0$ the linear formula has no finite value. If $\omega^2<0$, the assumed structure is not a minimum of the energy, and for static ions the expansion must be made about another minimum. These statements neglect thermal and zero-point motion. In an anharmonic potential such motion can hold the symmetric structure on average and keep its permittivity finite even for $\omega^2\le0$; the harmonic formula does not describe that case.

## Part II. Longitudinal fields, a model crystal and rutile

### 8. Symbols and results carried over

$K$ is the force-constant matrix at zero macroscopic field, $M$ the mass matrix and $Z$ the $3N\times3$ matrix of Born charges. The matrix $D=M^{-1/2}KM^{-1/2}$ has eigenvectors $v_m$ and eigenvalues $\omega_m^2$. The mode charge is $\mathbf q_m=Z^TM^{-1/2}v_m$, the cell volume is $\Omega$, and $\varepsilon^\infty$ is the clamped-ion permittivity. Part I gave

$$
f=-Ku+Z\mathbf E,\qquad
\varepsilon^0=\varepsilon^\infty+\frac{1}{\varepsilon_{\rm vac}\Omega}\sum_m\frac{\mathbf q_m\mathbf q_m^T}{\omega_m^2}.
\tag{16}
$$

Acoustic modes carry no charge and are omitted. All determinants and inverses of $D$ below are taken in the optical space.

### 9. Why the frequencies are transverse

Consider a vibration with wavevector along the unit vector $\mathbf n$. Its wavelength is long compared with the cell but short compared with light of the same frequency, so electrostatics applies. The electric field has no curl and must point along $\mathbf n$: $\mathbf E=E_n\mathbf n$. With no free charge, the displacement field has no component along $\mathbf n$. Define $z=Z\mathbf n$ and $\varepsilon_n=\mathbf n^T\varepsilon\,\mathbf n$. Then

$$
0=D_n=\varepsilon_{\rm vac}\varepsilon_n^\infty E_n+\frac{z^Tu}{\Omega}
\quad\Longrightarrow\quad
E_n=-\frac{z^Tu}{\varepsilon_{\rm vac}\Omega\varepsilon_n^\infty}.
\tag{17}
$$

The field opposes the ionic dipole that creates it. Its force on the ions is $zE_n$, so the force constants become

$$
K_L=K+\frac{zz^T}{\varepsilon_{\rm vac}\Omega\varepsilon_n^\infty}.
\tag{18}
$$

A zero-field mode $v_m$ has $z^Tu$ proportional to $\mathbf n\cdot\mathbf q_m$. If the wavevector is perpendicular to $\mathbf q_m$, the added term vanishes when acting on this mode. The mode then propagates with frequency $\omega_m$ and with its dipole transverse to the wavevector. Each polar frequency in (16) is therefore that of a transverse phonon for suitable directions.

For other directions the field of the vibration adds stiffness. Such frequencies do not belong in (16), because the permittivity is defined by the response at a given $\mathbf E$, whereas (18) describes vibrations at $D_n=0$.

The static permittivity is the clamped-ion value plus a sum of squared mode charges over squared zero-field frequencies, and for polar modes these frequencies are transverse. It remains to relate them to the frequencies at $D_n=0$ and to apply the results to a model crystal, rutile and a gate film.
